# Recovering the Makov–Payne Terms from a Periodic Gaussian Charge

## The problem

A rigid Gaussian charge

$$\rho(\mathbf r)=\frac{q}{(2\pi\sigma^2)^{3/2}}\,e^{-r^2/2\sigma^2}$$

sits in vacuum in a cubic cell of side $L$, which is repeated periodically. A uniform background of density $-q/L^3$ makes each cell neutral. Rydberg atomic units are used: lengths are in bohr, $e^2=2$, energies are in Ry, and $q$ counts elementary charges.

The periodic Poisson equation is

$$\nabla^2\phi=-4\pi e^2\left(\rho_{\rm per}-\frac{q}{L^3}\right),$$

where $\rho_{\rm per}$ is the sum of the Gaussian and its images, and the energy per cell is

$$E_{\rm per}=\frac12\int_{\rm cell}\left(\rho_{\rm per}-\frac{q}{L^3}\right)\phi\,d^3r .$$

Adding a constant to $\phi$ leaves $E_{\rm per}$ unchanged, because the cell is neutral. The mean of $\phi$ may therefore be set to zero.

For $q=2$ and $\sigma=0.8$ bohr, a Fourier solution on a grid of spacing 0.4 bohr gives

| $L$ (bohr) | $E_{\rm per}$ (Ry) |
|---|---|
| 8 | 1.46513103 |
| 10 | 1.71819883 |
| 12 | 1.89379894 |
| 14 | 2.02201522 |
| 16 | 2.11947753 |
| 18 | 2.19595347 |
| 20 | 2.25750966 |

How does $E_{\rm per}$ depend on $L$? Find from these data the energy $E_{\rm iso}$ of the isolated charge and the coefficients of the finite-size terms, and say what each coefficient means.

## A tempting solution

Outside its core a Gaussian charge has the field of a point charge. At $L=8$ bohr the nearest image is ten widths away, so the images act as points. A lattice of point charges in a uniform background has one length, $L$, and its energy must be proportional to $e^2q^2/L$. Hence

$$E_{\rm per}=E_{\rm iso}-\frac{e^2q^2\alpha}{2L},$$

with a pure number $\alpha$. A least-squares straight line in $1/L$ through the seven energies gives

$$E_{\rm iso}=2.7814\ \text{Ry},\qquad \alpha=2.646 .$$

The largest misfit is $6.6\times10^{-3}$ Ry, which one might blame on the smallest cells.

## Where it fails

The isolated energy can be calculated. With $\rho_k=q\,e^{-\sigma^2k^2/2}$,

$$E_{\rm iso}=\frac{e^2}{2}\int\frac{d^3k}{(2\pi)^3}\frac{4\pi\rho_k^2}{k^2}
=\frac{e^2q^2}{2}\,\frac{2}{\pi}\int_0^\infty e^{-\sigma^2k^2}dk
=\frac{e^2q^2}{2\sigma\sqrt\pi}.$$

The angular integral gave $4\pi k^2$, so the prefactor is $16\pi^2/8\pi^3=2/\pi$; the last integral is $\sqrt\pi/(2\sigma)$. For the present charge

$$E_{\rm iso}=\frac{2\cdot 4}{2\cdot0.8\cdot\sqrt\pi}=2.82095\ \text{Ry}.$$

The straight line misses this by 0.0396 Ry, or 1.4% of $E_{\rm iso}$.

The statement about the images is sound. The fault is that the background has been treated as if it, too, were far away. It fills the cell and passes through the Gaussian, so its interaction with the charge depends on the width $\sigma$.

To see how much this matters, let $M(r)$ be the average of a smooth function $u$ over a sphere of radius $r$ about the origin. The divergence theorem gives

$$\frac{dM}{dr}=\frac{1}{4\pi r^2}\int_{\rm ball}\nabla^2u\,d^3r .$$

The potential of distant images has zero Laplacian inside the Gaussian. Its spherical average is then constant, and a spherical charge feels it as a point would. The background potential instead has $\nabla^2u=4\pi e^2q/L^3$, so that

$$\frac{dM}{dr}=\frac{1}{4\pi r^2}\,\frac{4\pi r^3}{3}\,\frac{4\pi e^2q}{L^3}=\frac{4\pi e^2q\,r}{3L^3},
\qquad M(r)=M(0)+\frac{2\pi e^2q}{3L^3}\,r^2 .$$

The second part acts on the spread of the charge. With the second moment

$$Q=\int\rho\,r^2d^3r=3q\sigma^2,$$

it contributes $2\pi e^2qQ/(3L^3)$. There is no extra factor $\tfrac12$, because the interaction between two different charge distributions is counted once. The sign is positive: the charge is attracted by the background, and spreading it away from the minimum at the centre costs energy.

## The right solution

**Fourier solution.** For $\mathbf G\neq0$ the Poisson equation gives $\phi_G=4\pi e^2\rho_G/G^2$, with $\rho_G=q\,e^{-\sigma^2G^2/2}$. The background removes the $\mathbf G=0$ source. Therefore

$$E_{\rm per}=\frac{e^2q^2}{2}F,\qquad
F=\frac{4\pi}{L^3}\sum_{\mathbf G\neq0}\frac{e^{-\sigma^2G^2}}{G^2}.$$

**Dependence on the width.** Put $s=\sigma^2$ and differentiate, which cancels the $1/G^2$. Adding and subtracting the $\mathbf G=0$ term gives

$$\frac{dF}{ds}=\frac{4\pi}{L^3}-\frac{4\pi}{L^3}\sum_{\mathbf G}e^{-sG^2}.$$

The periodic function $\sum_{\mathbf R}(4\pi s)^{-3/2}e^{-|\mathbf r-\mathbf R|^2/4s}$, with $\mathbf R$ the lattice vectors, has Fourier coefficients $e^{-sG^2}/L^3$. At $\mathbf r=0$ this identity turns the derivative into

$$\frac{dF}{ds}=\frac{4\pi}{L^3}-\frac{1}{2\sqrt\pi}\,s^{-3/2}\sum_{\mathbf R}e^{-R^2/4s},$$

since $4\pi(4\pi)^{-3/2}=1/(2\sqrt\pi)$.

Now integrate over $s$ term by term. The first term gives $4\pi s/L^3$. The $\mathbf R=0$ term gives $1/\sqrt{\pi s}$. For $\mathbf R\neq0$,

$$\frac{d}{ds}\left[-\frac1R\,{\rm erfc}\frac{R}{2\sqrt s}\right]
=-\frac1R\left(-\frac{2}{\sqrt\pi}e^{-R^2/4s}\right)\left(-\frac{R}{4s^{3/2}}\right)
=-\frac{e^{-R^2/4s}}{2\sqrt\pi\,s^{3/2}},$$

which is the required term. The integration constant does not depend on $\sigma$. Since $F$ is an inverse length, the constant is a number divided by $L$; call it $-\alpha/L$. Thus

$$F=\frac{1}{\sigma\sqrt\pi}-\frac{\alpha}{L}+\frac{4\pi\sigma^2}{L^3}
-\sum_{\mathbf R\neq0}\frac{{\rm erfc}(R/2\sigma)}{R}.$$

Multiplication by $e^2q^2/2$ gives

$$\boxed{E_{\rm per}=E_{\rm iso}-\frac{e^2q^2\alpha}{2L}+\frac{2\pi e^2qQ}{3L^3}
-\frac{e^2q^2}{2}\sum_{\mathbf R\neq0}\frac{{\rm erfc}(R/2\sigma)}{R}}$$

where $\sigma^2=Q/(3q)$ was used in the third term. This term agrees with the background argument. The last sum is the overlap of the Gaussian with its images and is exponentially small for $L\gg\sigma$. For one Gaussian there are no further inverse powers of $L$.

The second and third terms have the form of the Makov–Payne finite-size terms. The sign of the third belongs to the definition $Q=\int\rho\,r^2d^3r$ used here, so check the sign convention before taking a formula from elsewhere. To correct a periodic result towards the isolated one, their signs are reversed:

$$E_{\rm iso}\simeq E_{\rm per}+\frac{e^2q^2\alpha}{2L}-\frac{2\pi e^2qQ}{3L^3}.$$

In hartree units $e^2=1$ and the first correction is $q^2\alpha/(2L)$. In Ry it is $q^2\alpha/L$.

**The constant $\alpha$ without a fit.** As $\sigma\to0$, $F-1/(\sigma\sqrt\pi)\to-\alpha/L$. So $-\alpha/L$ is the zero-mean potential, in units of $e^2$, that a unit point charge feels from its images and the background.

Build the crystal from neutral cells, each a unit point charge at the centre of a uniform cube of charge $-1$. Inversion symmetry removes the dipole and octupole moments of a cell, and cubic symmetry removes the quadrupole moment, so the first multipole has degree four. Its potential $v$ falls off as $r^{-5}$, and the sum over cells converges absolutely.

Let $C=2.380077$ be the integral of $1/r$ over a unit cube about its centre. For a cube of side $2N+1$ the integral is $(2N+1)^2C$. With $L=1$, the potential at a charge, its own $1/r$ left out, is

$$\lim_{N\to\infty}\left[\sum_{0<\max|n_i|\le N}\frac1{|\mathbf n|}-(2N+1)^2C\right]=-2.313699,$$

obtained by extrapolating two finite blocks.

This potential does not have zero mean. The mean is $\int v\,d^3r$ over all space, divided by the unit cell volume. The cell's charge density $\rho_c$ has the small-$k$ transform $-(k^2/6)\int\rho_cr^2d^3r$, and multiplication by $4\pi/k^2$ gives

$$\int v\,d^3r=-\frac{2\pi}{3}\int\rho_c r^2d^3r=-\frac{2\pi}{3}\left(-\frac14\right)=\frac{\pi}{6},$$

because the mean of $r^2$ in a unit cube is $3\cdot\frac1{12}=\frac14$. Subtracting the mean,

$$-\alpha=-2.313699-\frac{\pi}{6},\qquad \alpha=2.8373 .$$

The positive sign of $\alpha$ says that the lattice term $-e^2q^2\alpha/2L$ is negative: the attraction between charges and background outweighs the repulsion among the charges together with that of the background on itself.

**The fit.** The law is linear in its coefficients, so the data are fitted to $a_0+a_1/L+a_3/L^3$:

$$a_0=2.820948\ \text{Ry},\quad a_1=-11.34919\ \text{Ry bohr},\quad a_3=32.1699\ \text{Ry bohr}^3 .$$

This fit, and the extended ones below, use the solver's unrounded energies, and the largest misfit has dropped to $7\times10^{-13}$ Ry. A fit to the tabulated values is limited by their rounding at the eighth decimal. With $e^2q^2/2=4$ and $2\pi e^2q/3=8\pi/3$,

$$\alpha=\frac{11.34919}{4}=2.83730,\qquad
Q=\frac{3\cdot32.1699}{8\pi}=3.8400\ e\,\text{bohr}^2 .$$

The first agrees with the direct sum and the second with $3q\sigma^2=3\cdot2\cdot0.64=3.84$. The constant $a_0$ agrees with the calculated $E_{\rm iso}$. If a $1/L^2$ column is added to the fit, its coefficient comes out at about $10^{-8}$ Ry bohr²; a $1/L^5$ column, added instead, gets about $-8\times10^{-7}$ Ry bohr⁵. These two numbers and the misfit are not new powers of $L$. They come from the overlap sum left out of the fit, which at $L=8$ bohr is $-4\cdot6\,{\rm erfc}(5)/8=-4.6\times10^{-12}$ Ry.

The direction of the earlier error is now clear. As a function of $x=1/L$, the omitted term $a_3x^3$ has positive slope and curves upwards. A straight line absorbs the slope, which makes $\alpha$ too small, and continues below the curve to $x=0$, which makes $E_{\rm iso}$ too small.

At $L=20$ bohr the correction reads

$$2.257510+0.567459-0.004021=2.820948\ \text{Ry}.$$

The two terms are 7.72 eV and 0.055 eV. At $L=8$ bohr the energy after the first correction is still too high by $32.1699/512=0.0628$ Ry.

## Where the two terms are not enough

**Overlapping images.** At $L=4$ bohr, five widths, the two-term law gives 0.486305 Ry but the solver gives 0.483859 Ry. The difference, $-0.002447$ Ry, equals the complementary-error-function sum to the printed digits. It is negative because interpenetrating Gaussians repel less than points do.

**Charges that are not spherical.** Let $g$ be the zero-mean periodic potential of a unit point charge, again in units of $e^2$. Near the charge, $g-1/r$ is smooth, has Laplacian $4\pi/L^3$ and has cubic symmetry. Since $\nabla^2r^2=6$,

$$g=\frac1r-\frac{\alpha}{L}+\frac{2\pi r^2}{3L^3}+\frac{c_4K_4(\mathbf r)}{L^5}+\dots$$

The remainder is harmonic. Inversion symmetry forbids odd degrees, and the one cubic invariant of degree two, $r^2$, is not harmonic. The first allowed polynomial $K_4$ thus has degree four; it is scaled to equal $r^4$ on a cube axis.

For a localized density with dipole $\mathbf p=\int\rho\,\mathbf r\,d^3r$, the energy is $\frac{e^2}{2}\iint\rho\rho'g(\mathbf r-\mathbf r')$. Expanding the square,

$$\iint\rho\rho'|\mathbf r-\mathbf r'|^2=2qQ-2|\mathbf p|^2,$$

so the $L^{-3}$ term becomes

$$\frac{2\pi e^2}{3L^3}\left(qQ-|\mathbf p|^2\right).$$

The double integral contains only coordinate differences, so this combination does not depend on the origin, although $Q$ and $\mathbf p$ separately do for $q\ne0$ (and $Q$ does even for $q=0$ when $\mathbf p\ne0$). If the density contains both signs of charge, the term can have either sign.

Take two Gaussians of the same $\sigma$, with charges $q_1=1.5$ and $q_2=0.5$, a distance $d=1.6$ bohr apart on a cube axis. With the origin on the first, $p=0.8$ and $Q=3\cdot0.64\cdot2+0.5\cdot2.56=5.12$. The $L^{-3}$ coefficient is

$$\frac{4\pi}{3}(2\cdot5.12-0.64)=40.212\ \text{Ry bohr}^3 .$$

An $L^{-5}$ term now survives. For a point in each Gaussian, the difference vector is itself distributed as a spherical Gaussian, centred at distance $d$ on the axis. The average of the harmonic $K_4$ over it is the value at the centre, $d^4$. For two points in the same Gaussian the centre is at zero and the average vanishes. The cross term occurs twice in the double integral, which cancels the $\frac12$:

$$\Delta E=\frac{e^2q_1q_2c_4d^4}{L^5}.$$

The number $c_4$ follows from expanding the image potentials $1/|\mathbf r-\mathbf R|$ in Legendre polynomials along the axis:

$$c_4=\sum_{\mathbf n\neq0}\frac{P_4(n_x/|\mathbf n|)}{|\mathbf n|^5}=3.1082 .$$

The terms fall as $|\mathbf n|^{-5}$, so the sum converges absolutely and its order is immaterial. Taken over growing spheres, it shows directly that the background adds no degree-four part. The predicted coefficient is $2\cdot0.75\cdot3.1082\cdot1.6^4=30.555$ Ry bohr⁵. The solver's remainder times $L^5$ is 30.6147 at $L=16$ bohr and 30.5925 at $L=20$ bohr. The excesses, 0.060 and 0.037, stand in the ratio 1.6, close to $(20/16)^2=1.56$. This is the scaling of the next harmonic, of degree six and order $L^{-7}$ in the energy. The same Legendre expansion gives $c_6=\sum P_6/|\mathbf n|^7=0.5733$, so $e^2q_1q_2c_6d^6/L^2$ is 0.056 and 0.036. The degree-eight term, with $c_8=3.259$, adds the remaining 0.003 and 0.001 and raises the ratio above 1.56.

**Other physical settings.** The value $\alpha=2.8373$ belongs to the cubic cell. The derivation also assumes a rigid charge in vacuum; a density that relaxes with $L$, or a medium that screens it, lies outside this model. The numerical check covers the fit, the independent value of $\alpha$, the overlap sum and the two-Gaussian case.

## Numbers as computed

```
charge q = 2.0 e, width sigma = 0.8 bohr
grid spacing = 0.4 bohr
unit-cube integral of 1/r, C = 2.380077
direct sum, site potential times L = -2.313699
alpha, direct cell sum = 2.837297
alpha, Ewald = 2.837297
Green r^2 coefficient (L=1): numerical 2.09448
  2 pi/3 = 2.09440
c4: lattice sum 3.1082, from Green function 3.1143
E_iso = 2.82094792 Ry = 38.38095 eV
second moment Q = 3.840000 e bohr^2
L (bohr), E_per, after 1/L term, after both (Ry)
     8   1.46513103   2.88377977   2.82094792
    10   1.71819883   2.85311783   2.82094792
    12   1.89379894   2.83956476   2.82094792
    14   2.02201522   2.83267165   2.82094792
    16   2.11947753   2.82880190   2.82094792
    18   2.19595347   2.82646402   2.82094792
    20   2.25750966   2.82496916   2.82094792
Three-term fit: constant, 1/L, 1/L^3
  a0 = 2.82094792 Ry
  a1 = -11.349190 Ry bohr
  a3 = 32.16991 Ry bohr^3
  alpha from fit = 2.837297
  Q from fit = 3.840000 e bohr^2
  largest misfit = 7.3e-13 Ry
extra 1/L^2 coefficient = 9.5e-09 Ry bohr^2
extra 1/L^5 coefficient = -7.9e-07 Ry bohr^5
Fit without 1/L^3:
  a0 = 2.781390 Ry, alpha = 2.64579
  largest misfit = 6.6e-03 Ry
At L = 20 bohr, size of the terms:
  1/L: 0.567459 Ry = 7.7207 eV
  1/L^3: 0.004021 Ry = 0.0547 eV
Small cell L = 4 bohr: E_per = 0.48385868 Ry
  two-term law = 0.48630526 Ry
  difference = -0.00244658 Ry
  predicted overlap = -0.00244658 Ry
Pair: charges 1.5, 0.5 e, distance 1.6 bohr
  dipole = 0.800 e bohr, Q = 5.1200 e bohr^2
  E_iso = 2.55312444 Ry
  L^-3 coefficient = 40.21239 Ry bohr^3
  predicted L^-5 coefficient = 30.5551 Ry bohr^5
  L=16 bohr: E_per=1.85364675 Ry, rest=2.920e-05 Ry
    rest times L^5 = 30.6147 Ry bohr^5
  L=20 bohr: E_per=1.99070105 Ry, rest=9.560e-06 Ry
    rest times L^5 = 30.5925 Ry bohr^5
```
